# Does a growth exponent near 0.7 imply anomalous diffusion?: test program

```python
# RESULT UNDER TEST
# A film fed by ordinary diffusion and a first-order interface reaction obeys
#     x^2 + A x = B t,   A = 2 D / k,   B = 2 D S,
# and its local growth exponent n = d ln x / d ln t equals (x + A)/(2 x + A).
# A power-law fit can therefore give about 0.7 with no anomalous diffusion.
# SYMBOLS
#   x film thickness (nm), t time since zero thickness (min)
#   D oxidant diffusivity in the film (nm^2/min), k reaction speed (nm/min)
#   S dissolved oxidant at the outer surface / oxidant bound in the film
# The reference solution is the full diffusion equation with a moving boundary.
# Parameters are round values in the rough regime of steam oxidation of
# silicon near 1000 C; they are not measured data.
import numpy as np
import sympy as sp
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar
from scipy.stats import chi2, ncx2

D, k, S = 2.5e6, 2.5e4, 1.0e-3
A, B = 2 * D / k, 2 * D * S
times = np.array([3.0, 5.0, 8.0, 12.0, 20.0, 30.0])
long_time = 600.0


def thickness(t, a=A, b=B):
    """Positive root of x^2 + a x = b t, free of cancellation."""
    return 2 * b * t / (a + np.sqrt(a * a + 4 * b * t))


def exponent(x, a=A):
    return (x + a) / (2 * x + a)


def log_slope(function, t, step=0.02):
    """Central difference of ln(function) with respect to ln t."""
    upper, lower = function(t * np.exp(step)), function(t * np.exp(-step))
    return (np.log(upper) - np.log(lower)) / (2 * step)


def power_fit(t, x):
    return np.polyfit(np.log(t), np.log(x), 1)


def grow_film(speed, end_time, cells=30):
    """Full diffusion equation on 0 < y < x(t), scaled to a fixed interval.
    Oxidant reaching the interface reacts or fills the newly made film."""
    h = 1.0 / cells
    position = np.linspace(0, 1, cells + 1)[1:]

    def rates(t, state):
        c, x = state[:-1], np.exp(state[-1])
        velocity = speed * S * c[-1]
        edge_slope = -(x / D) * c[-1] * (speed + velocity)
        full = np.concatenate(([1.0], c, [c[-2] + 2 * h * edge_slope]))
        curvature = (full[2:] - 2 * full[1:-1] + full[:-2]) / h**2
        slope = (full[2:] - full[:-2]) / (2 * h)
        change = D / x**2 * curvature + position * velocity / x * slope
        return np.append(change, velocity / x)

    # A 0.01 nm seed film replaces zero thickness, where scaling is singular.
    start = np.append(np.ones(cells), np.log(0.01))
    run = solve_ivp(rates, (0, end_time), start, method="BDF",
                    rtol=1e-8, atol=1e-10, dense_output=True)
    assert run.success
    return lambda t: np.exp(run.sol(t)[-1])


# Ordinary diffusion: the spreading kernel obeys Fick's law, variance is 2 D t.
y = sp.symbols("y", real=True)
ts, ds = sp.symbols("t D", positive=True)
kernel = sp.exp(-y**2 / (4 * ds * ts)) / sp.sqrt(4 * sp.pi * ds * ts)
assert sp.simplify(sp.diff(kernel, ts) - ds * sp.diff(kernel, y, 2)) == 0
variance = sp.integrate(y**2 * kernel, (y, -sp.oo, sp.oo))
assert sp.simplify(variance - 2 * ds * ts) == 0

# Local exponent against numerical differentiation over ten decades of time.
sweep = np.logspace(-4, 6, 41)
numerical = log_slope(thickness, sweep, 0.001)
assert np.max(abs(numerical - exponent(thickness(sweep)))) < 1e-6
assert np.all(np.diff(numerical) < 0)
assert numerical[0] > 0.999 and numerical[-1] < 0.501
time_form = 0.5 * (1 + 1 / np.sqrt(1 + 4 * B * sweep / A**2))
assert np.max(abs(numerical - time_form)) < 1e-6

# Full diffusion solution; deviations of order S and from the seed are expected.
film = grow_film(k, long_time)
x_data = film(times)
quasi_error = np.max(abs(x_data / thickness(times) - 1))
assert quasi_error < 2 * S
x_mark = A * (1 - 0.7) / (2 * 0.7 - 1)
t_mark = (x_mark**2 + A * x_mark) / B
n_mark = log_slope(film, t_mark)
assert abs(n_mark - 0.7) < 2 * S

# Cause: same D, only the reaction speed is changed.
n_fast = log_slope(grow_film(1000 * k, 15.0), t_mark)
n_slow = log_slope(grow_film(k / 10, 15.0), t_mark)
assert abs(n_fast - 0.5) < 2 * S
assert abs(n_slow - exponent(thickness(t_mark, 10 * A), 10 * A)) < 2 * S
assert n_slow > 0.97


# Fastest change of the exponent, from second differences of ln x.
def bend(log_t, step=0.02):
    values = np.log(thickness(np.exp(log_t + step * np.array([-1, 0, 1]))))
    return -(values[0] - 2 * values[1] + values[2]) / step**2


best = minimize_scalar(lambda s: -bend(s), bounds=(-3, 7), method="bounded",
                       options={"xatol": 1e-7})
max_bend = -best.fun
n_at_max = log_slope(thickness, np.exp(best.x), 0.001)
assert abs(max_bend - 1 / (6 * np.sqrt(3))) < 1e-4
assert abs(n_at_max - 0.5 * (1 + 1 / np.sqrt(3))) < 1e-3
bend_formula = A * x_mark * (x_mark + A) / (2 * x_mark + A)**3
assert abs(bend(np.log(t_mark)) - bend_formula) < 1e-4

# Power-law fit to the full solution, and its meaning as a weighted average.
n_fit, log_factor = power_fit(times, x_data)
residual = np.log(x_data) - (n_fit * np.log(times) + log_factor)
r_squared = 1 - np.sum(residual**2) / (len(times) * np.var(np.log(x_data)))
log_t = np.log(times)
centred = log_t - log_t.mean()
weights = np.array([centred[j + 1:].sum() for j in range(len(times) - 1)])
weights /= np.sum(centred**2)
parts = [quad(lambda s: exponent(thickness(np.exp(s))), p, q)[0]
         for p, q in zip(log_t[:-1], log_t[1:])]
n_average = np.dot(weights, parts)
assert np.all(weights > 0)
assert abs(np.dot(weights, np.diff(log_t)) - 1) < 1e-12
assert abs(n_average - n_fit) < 2 * S
n_first, n_last = exponent(thickness(times[[0, -1]]))
assert n_last < n_fit < n_first and abs(n_fit - 0.7) < 0.02

# Chance that a 5 percent chi-square test rejects the power law.
rng = np.random.default_rng(7)
freedom = len(times) - 2
limit = chi2.ppf(0.95, freedom)
design = np.column_stack((log_t, np.ones_like(log_t)))
remover = np.eye(len(times)) - design @ np.linalg.pinv(design)
detection = {}
for scatter in (0.03, 0.01):
    shift = np.sum(residual**2) / scatter**2
    detection[scatter] = ncx2.sf(limit, freedom, shift)
    trials = np.log(x_data) + scatter * rng.standard_normal((40000, 6))
    misfit = np.sum((trials @ remover)**2, axis=1) / scatter**2
    assert abs(np.mean(misfit > limit) - detection[scatter]) < 0.015
assert detection[0.03] < 0.5 and detection[0.01] > 0.9

# Straight-line plot of t/x against x, and forecasts for a long run.
line_slope, line_intercept = np.polyfit(x_data, times / x_data, 1)
B_line, A_line = 1 / line_slope, line_intercept / line_slope
assert abs(B_line / B - 1) < 0.01 and abs(A_line / A - 1) < 0.01
x_long = float(film(long_time))
x_line = thickness(long_time, A_line, B_line)
x_power = np.exp(log_factor) * long_time**n_fit
assert abs(x_line / x_long - 1) < 0.01
assert x_power / x_long > 1.2

# Wrong time origin: starting film, or clock started before growth.
x_start, early = 20.0, 1.0
tau = (x_start**2 + A * x_start) / B
for offset in (tau, -early):
    clock_slope = log_slope(lambda t: thickness(t + offset), times, 0.001)
    formula = exponent(thickness(times + offset)) * times / (times + offset)
    assert np.max(abs(clock_slope - formula)) < 1e-5
n_start = power_fit(times, thickness(times + tau))[0]
n_early = power_fit(times, thickness(times - early))[0]
assert n_start < n_fit < n_early

# Furnace drift: temperature rises linearly by 5 K during the 30 min window.
T0, drift, energy_B, energy_linear = 1000 + zero_Celsius, 5.0, 0.8, 2.0


def drifting_rate(t, x):
    T = T0 + drift * t / times[-1]
    reach = (1 / T0 - 1 / T) * charge / boltzmann
    b = B * np.exp(energy_B * reach)
    linear = B / A * np.exp(energy_linear * reach)
    return b / (2 * x + b / linear)


warm = solve_ivp(drifting_rate, (0, times[-1]), [0.0], t_eval=times,
                 rtol=1e-9, atol=1e-9)
n_ideal = power_fit(times, thickness(times))[0]
n_drift = power_fit(times, warm.y[0])[0]
assert warm.success and abs(n_drift - n_ideal) < 0.05

print(f"Diffusivity D = {D:.3g} nm^2/min; reaction speed k = {k:.3g} nm/min")
print(f"Dissolved/bound oxidant ratio S = {S:.1e}")
print(f"A = {A:.1f} nm; B = {B:.1f} nm^2/min; B/A = {B/A:.1f} nm/min")
print("Linear-parabolic sweep (closed formula):")
for t in (0.1, 1.0, 10.0, 100.0, 1000.0):
    x = thickness(t)
    print(f"  t = {t:6.1f} min, x = {x:8.2f} nm, exponent = {exponent(x):.4f}")
print(f"Exponent 0.7 expected at x = {x_mark:.1f} nm, t = {t_mark:.2f} min")
print(f"Full diffusion solution there: exponent = {n_mark:.4f}")
print(f"Profile relaxation time x^2/D there = {x_mark**2/D:.4f} min")
print(f"Same D, reaction 1000 times faster: exponent = {n_fast:.4f}")
print(f"Same D, reaction 10 times slower: exponent = {n_slow:.4f}")
print(f"Largest -dn/d ln t = {max_bend:.4f}, at exponent {n_at_max:.4f}")
print(f"Largest change rate per decade of time = {max_bend*np.log(10):.4f}")
print("Thickness from full diffusion solution, and power-law misfit:")
for t, x, r in zip(times, x_data, residual):
    print(f"  t = {t:4.1f} min, x = {x:7.2f} nm, ln misfit = {100*r:+.2f} %")
print(f"Fitted exponent = {n_fit:.4f}; R^2 = {r_squared:.5f}")
print(f"Weighted average of local exponents = {n_average:.4f}")
print(f"Local exponents at window ends = {n_first:.4f} and {n_last:.4f}")
print(f"Misread displacement exponent a = 2n = {2*n_fit:.3f}")
print(f"Rms misfit of power law = {100*np.sqrt(np.mean(residual**2)):.2f} %")
for scatter, chance in detection.items():
    print(f"Rejection chance at {100*scatter:.0f} % scatter = {100*chance:.1f} %")
print(f"t/x line: A = {A_line:.2f} nm, B = {B_line:.1f} nm^2/min")
print(f"t/x line: intercept = {line_intercept:.5f} min/nm")
print(f"At {long_time:.0f} min, full solution: x = {x_long:.1f} nm")
print(f"At {long_time:.0f} min, t/x line forecast: x = {x_line:.1f} nm")
print(f"At {long_time:.0f} min, power-law forecast: x = {x_power:.1f} nm")
print(f"Power-law forecast excess = {100*(x_power/x_long-1):.1f} %")
print("Neglected effects:")
print(f"  largest quasi-steady thickness error = {100*quasi_error:.3f} %")
print(f"  {x_start:.0f} nm starting film: time offset = {tau:.2f} min")
print(f"  {x_start:.0f} nm starting film: fitted exponent = {n_start:.4f}")
print(f"  clock {early:.0f} min early: fitted exponent = {n_early:.4f}")
print(f"  rough activation energies: B {energy_B} eV, B/A {energy_linear} eV")
print(f"  drift of {drift:.0f} K from {T0:.2f} K: exponent = {n_drift:.4f}")
print(f"  same fit without drift: exponent = {n_ideal:.4f}")
print("success")
```

Output:

```
Diffusivity D = 2.5e+06 nm^2/min; reaction speed k = 2.5e+04 nm/min
Dissolved/bound oxidant ratio S = 1.0e-03
A = 200.0 nm; B = 5000.0 nm^2/min; B/A = 25.0 nm/min
Linear-parabolic sweep (closed formula):
  t =    0.1 min, x =     2.47 nm, exponent = 0.9880
  t =    1.0 min, x =    22.47 nm, exponent = 0.9082
  t =   10.0 min, x =   144.95 nm, exponent = 0.7041
  t =  100.0 min, x =   614.14 nm, exponent = 0.5700
  t = 1000.0 min, x =  2138.30 nm, exponent = 0.5223
Exponent 0.7 expected at x = 150.0 nm, t = 10.50 min
Full diffusion solution there: exponent = 0.7000
Profile relaxation time x^2/D there = 0.0090 min
Same D, reaction 1000 times faster: exponent = 0.5002
Same D, reaction 10 times slower: exponent = 0.9870
Largest -dn/d ln t = 0.0962, at exponent 0.7887
Largest change rate per decade of time = 0.2216
Thickness from full diffusion solution, and power-law misfit:
  t =  3.0 min, x =   58.11 nm, ln misfit = -3.15 %
  t =  5.0 min, x =   87.07 nm, ln misfit = +0.95 %
  t =  8.0 min, x =  123.59 nm, ln misfit = +2.54 %
  t = 12.0 min, x =  164.55 nm, ln misfit = +2.32 %
  t = 20.0 min, x =  231.62 nm, ln misfit = +0.17 %
  t = 30.0 min, x =  299.95 nm, ln misfit = -2.83 %
Fitted exponent = 0.7114; R^2 = 0.99837
Weighted average of local exponents = 0.7114
Local exponents at window ends = 0.8162 and 0.6250
Misread displacement exponent a = 2n = 1.423
Rms misfit of power law = 2.26 %
Rejection chance at 3 % scatter = 27.5 %
Rejection chance at 1 % scatter = 99.8 %
t/x line: A = 199.88 nm, B = 4997.3 nm^2/min
t/x line: intercept = 0.04000 min/nm
At 600 min, full solution: x = 1634.6 nm
At 600 min, t/x line forecast: x = 1634.5 nm
At 600 min, power-law forecast: x = 2599.2 nm
Power-law forecast excess = 59.0 %
Neglected effects:
  largest quasi-steady thickness error = 0.018 %
  20 nm starting film: time offset = 0.88 min
  20 nm starting film: fitted exponent = 0.6328
  clock 1 min early: fitted exponent = 0.8398
  rough activation energies: B 0.8 eV, B/A 2.0 eV
  drift of 5 K from 1273.15 K: exponent = 0.7160
  same fit without drift: exponent = 0.7114
success
```
